# Multimode Lyddane-Sachs-Teller Product along a Principal Axis of Orthorhombic Hafnia: a program that tests the result

```python
# Result under test: for one principal axis of a polar crystal,
#   eps(0)/eps_inf = product over modes of (L_j/T_j)^2,
# T_j: transverse frequencies (poles of eps), L_j: longitudinal (zeros of eps),
# eps(w) = eps_inf + sum_j S_j T_j^2/(T_j^2 - w^2), S_j: mode strengths.
# Frequencies are wavenumbers in cm^-1. Example data are round model values
# in the rough regime of orthorhombic (Pca2_1) hafnia.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

e0, qe, amu = const.epsilon_0, const.e, const.atomic_mass
to_rad = 2 * np.pi * const.c * 100.0      # cm^-1 to rad/s
rng = np.random.default_rng(7)


def eps_of_x(x, einf, S, T):
    """Undamped permittivity at squared wavenumber x."""
    return einf + np.sum(S * T**2 / (T**2 - x))


def zeros_of_eps(einf, S, T):
    """Longitudinal wavenumbers by bracketing; T must be ascending."""
    x = T**2
    top = x[-1] + 1.01 * np.sum(S * x) / einf
    upper = np.append(x[1:] * (1 - 1e-9), top)
    return np.sqrt([brentq(eps_of_x, a * (1 + 1e-9), b, args=(einf, S, T))
                    for a, b in zip(x, upper)])


def longitudinal_by_matrix(einf, S, T):
    """Longitudinal wavenumbers by diagonalizing the D = 0 problem."""
    z = np.sqrt(S) * T
    return np.sqrt(np.linalg.eigvalsh(np.diag(T**2) + np.outer(z, z) / einf))


# ---- Symmetry count from the action of Pca2_1 on 12 generic atoms ----
rotations = np.array([[1, 1, 1], [-1, -1, 1], [1, -1, 1], [-1, 1, 1]])
shifts = np.array([[0, 0, 0], [0, 0, .5], [.5, 0, 0], [.5, 0, .5]])
seeds = np.array([[.03, .27, .11], [.14, .07, .36], [.23, .46, .87]])
atoms = np.array([(r * s + t) % 1 for s in seeds
                  for r, t in zip(rotations, shifts)])
characters = []
for r, t in zip(rotations, shifts):
    difference = atoms * r + t - atoms
    difference -= np.round(difference)
    fixed = np.sum(np.all(np.abs(difference) < 1e-8, axis=1))
    characters.append(fixed * r.sum())
polar_count = [int(round(np.dot(characters, rotations[:, i]) / 4)) - 1
               for i in range(3)]
assert polar_count == [8, 8, 8]

# ---- Theorem from equations of motion with arbitrary springs ----
volume = 132e-30                          # rough cell volume, m^3
mass_hf, mass_o = 178.49, 15.999          # amu
translation = np.array([0, 0, 1.] * 3)
projector = np.eye(9) - np.outer(translation, translation) / 3
worst_micro = 0.0
for trial in range(5):
    A = rng.normal(size=(9, 9))
    K = 15.0 * projector @ (A.T @ A + np.eye(9)) @ projector   # N/m
    M = np.diag(np.repeat([mass_hf, mass_o, mass_o], 3)) * amu
    Z = qe * np.array([.3, -.2, 5., .4, .5, -2.6, -.6, .2, -2.4])
    einf_test = 5.0
    coupling = 4 / (e0 * volume)
    M_scaled = M / amu
    w2_T, vectors = eigh(K, M_scaled)
    w2_L = eigh(K + coupling / einf_test * np.outer(Z, Z), M_scaled,
                eigvals_only=True)
    assert abs(w2_T[0]) < 1e-9 * w2_T[-1]
    assert abs(w2_L[0]) < 1e-9 * w2_L[-1]
    static = einf_test + coupling * Z @ np.linalg.pinv(K, rcond=1e-10) @ Z
    ratio = np.prod(w2_L[1:] / w2_T[1:])
    worst_micro = max(worst_micro, abs(ratio * einf_test / static - 1))
    # Full frequency dependence, by a direct solve of the driven motion.
    x = 0.37 * w2_T[1] + 0.63 * w2_T[2]
    driven = einf_test + coupling * Z @ np.linalg.solve(K - x * M_scaled, Z)
    factored = einf_test * np.prod((w2_L[1:] - x) / (w2_T[1:] - x))
    assert abs(driven - factored) < 1e-7 * (1 + abs(driven))
    mode_sum = einf_test + np.sum(coupling * (Z @ vectors[:, 1:])**2
                                  / (w2_T[1:] - x))
    assert abs(driven - mode_sum) < 1e-7 * (1 + abs(driven))
assert worst_micro < 1e-8

# ---- Worked example: polar axis c ----
einf = 5.0
T = np.array([110., 190., 250., 290., 340., 420., 550., 640.])
S = np.array([0.2, 1.5, 6.0, 3.0, 2.5, 0.8, 0.5, 0.15])
L = zeros_of_eps(einf, S, T)
eps_static = eps_of_x(0.0, einf, S, T)
running = np.cumprod((L / T)**2)
eps_product = einf * running[-1]
assert np.allclose(L, longitudinal_by_matrix(einf, S, T), rtol=1e-9)
assert np.all(T < L) and np.all(L[:-1] < T[1:])
assert abs(eps_product / eps_static - 1) < 1e-9
recovered = np.array([einf * np.prod(L**2 - T[j]**2)
                      / np.prod(np.delete(T, j)**2 - T[j]**2) / T[j]**2
                      for j in range(8)])
assert np.allclose(recovered, S, rtol=1e-7)
strength_sum = np.sum(S * T**2)
split_sum = np.sum(L**2 - T**2)
assert abs(split_sum * einf / strength_sum - 1) < 1e-9

charge_hf, charge_o = 5.0, -2.5           # rough effective charges, in e
charge_strength = np.sqrt(4 * qe**2 / (e0 * volume * amu) *
                          (charge_hf**2 / mass_hf + 2 * charge_o**2 / mass_o))
charge_strength /= to_rad
strongest = int(np.argmax(S))
near_pair = einf * (L[strongest] / T[strongest])**2
wide_pair = einf * (L[-1] / T[strongest])**2
missing_first = 100 * ((T[0] / L[0])**2 - 1)

reading_error = 1.0                       # cm^-1, each frequency
relative_error = 2 * reading_error * np.sqrt(np.sum(1 / T**2 + 1 / L**2))
noisy_T = T + reading_error * rng.normal(size=(40000, 8))
noisy_L = L + reading_error * rng.normal(size=(40000, 8))
sampled = np.std(np.prod((noisy_L / noisy_T)**2, axis=1)) / running[-1]
assert abs(sampled / relative_error - 1) < 0.03  # sampling noise, curvature

thickness = 10e-9
capacitance = e0 * eps_static / thickness * 1e3   # fF/um^2

# ---- Damping: s = -i w turns eps into a ratio of real polynomials ----
damping_fraction = 0.05
gamma = damping_fraction * T
unit = 300.0
factors = [np.poly1d([1, g / unit, (t / unit)**2]) for g, t in zip(gamma, T)]
numerator = np.poly1d([einf])
for f in factors:
    numerator = numerator * f
for j in range(8):
    term = np.poly1d([S[j] * (T[j] / unit)**2])
    for k in range(8):
        if k != j:
            term = term * factors[k]
    numerator = numerator + term
roots = numerator.roots * unit
damped_L = roots[roots.imag > 0]
assert len(damped_L) == 8
damped_ratio = np.prod(np.abs(damped_L)**2 / T**2)
assert abs(damped_ratio * einf / eps_static - 1) < 1e-7
real_T = np.sqrt(T**2 - gamma**2 / 4)
real_ratio = np.prod((damped_L.imag / real_T)**2)
real_part_error = 100 * (real_ratio * einf / eps_static - 1)
w = np.arange(50, 1000, 0.05)
eps_damped = einf + np.sum(S * T**2 / (T**2 - w[:, None]**2
                                     - 1j * gamma * w[:, None]), axis=1)
up_crossings = int(np.sum((eps_damped.real[:-1] < 0)
                          & (eps_damped.real[1:] >= 0)))
loss = (-1 / eps_damped).imag
loss_peaks = int(np.sum((loss[1:-1] > loss[:-2]) & (loss[1:-1] > loss[2:])))
assert up_crossings < 8

# ---- Tilted wave vector in the ac plane ----
einf_a = 5.2
T_a = np.array([140., 200., 260., 330., 370., 410., 510., 660.])
S_a = np.array([0.4, 1.5, 8.0, 3.0, 1.0, 0.6, 0.4, 0.15])
tilt = 20.0
c2, s2 = np.cos(np.radians(tilt))**2, np.sin(np.radians(tilt))**2
order = np.argsort(np.concatenate([T, T_a]))
T_tilt = np.concatenate([T, T_a])[order]
S_tilt = np.concatenate([c2 * S, s2 * S_a])[order]
einf_tilt = c2 * einf + s2 * einf_a
L_tilt = zeros_of_eps(einf_tilt, S_tilt, T_tilt)
eps_a = einf_a + S_a.sum()
eps_tilt = c2 * eps_static + s2 * eps_a
assert np.allclose(L_tilt, longitudinal_by_matrix(einf_tilt, S_tilt, T_tilt),
                   rtol=1e-8)
tilt_ratio = np.prod((L_tilt / T_tilt)**2)
assert abs(tilt_ratio * einf_tilt / eps_tilt - 1) < 1e-8

# ---- Out-of-plane strain: zero stress, in-plane strain clamped ----
piezo, stiffness = 1.5, 400e9             # rough C/m^2 and Pa
field = 1e8                               # V/m, equals 1 MV/cm
system = np.array([[stiffness, 0.0], [-piezo, 1.0]])
strain, displacement = np.linalg.solve(
    system, [piezo * field, e0 * eps_static * field])
strain_gain = displacement / (e0 * field) - eps_static
assert abs(strain_gain / (piezo**2 / (stiffness * e0)) - 1) < 1e-8
density = 4 * (mass_hf + 2 * mass_o) * amu / volume
resonance = np.sqrt(stiffness / density) / (2 * thickness) / 1e12

# ---- Heating at fixed effective charges ----
slope, heating = -0.03, 60.0              # rough cm^-1/K, and K
T_hot = T + slope * heating
S_hot = S * T**2 / T_hot**2
L_hot = zeros_of_eps(einf, S_hot, T_hot)
eps_hot = einf * np.prod((L_hot / T_hot)**2)
assert abs(eps_hot / (einf + S_hot.sum()) - 1) < 1e-9

# ---- Bias parallel to polarization: E = alpha P + beta P^3 ----
P_s = 0.50                                # rough C/m^2
chi = e0 * (eps_static - 1)
alpha, beta = -1 / (2 * chi), 1 / (2 * chi * P_s**2)


def polarization(E):
    return brentq(lambda P: alpha * P + beta * P**3 - E, 0.8 * P_s, 2 * P_s)


P_bias = polarization(field)
eps_bias = 1 + 1 / (e0 * (alpha + 3 * beta * P_bias**2))
step = 1e5
slope_P = (polarization(field + step) - polarization(field - step)) / (2 * step)
assert abs((1 + slope_P / e0) / eps_bias - 1) < 1e-5

cell_length = 0.5e-9                      # rough
q_fraction = cell_length / thickness
band_shift = 100 * np.sin(np.pi * q_fraction / 2)**2

print("Polar optical modes on axes a, b, c:", polar_count)
print(f"Spring-model worst relative error of product: {worst_micro:.1e}")
print(f"Input eps_inf along c: {einf:.2f}")
print("Mode  T (cm^-1)  S      L (cm^-1)  (L/T)^2  running product")
for j in range(8):
    print(f"{j+1}     {T[j]:.1f}      {S[j]:.2f}   {L[j]:.2f}     "
          f"{(L[j]/T[j])**2:.4f}   {running[j]:.4f}")
print(f"Static permittivity from strengths: {eps_static:.4f}")
print(f"Static permittivity from product: {eps_product:.4f}")
print(f"Sum of S T^2: {strength_sum:.0f} cm^-2")
print(f"Sum of L^2 - T^2: {split_sum:.0f} cm^-2")
print(f"Root of summed strength, example: {np.sqrt(strength_sum):.1f} cm^-1")
print(f"Rough charges Hf, O: {charge_hf:.1f}, {charge_o:.1f} e")
print(f"Rough cell volume: {volume*1e27:.3f} nm^3")
print(f"Root of summed strength, charges: {charge_strength:.1f} cm^-1")
print(f"eps(0) from strongest T and next L only: {near_pair:.2f}")
print(f"eps(0) from strongest T and top L only: {wide_pair:.2f}")
print(f"Change of eps(0) if pair 1 is omitted: {missing_first:.2f} %")
print(f"Reading error per frequency: {reading_error:.1f} cm^-1")
print(f"Resulting error of ratio, formula: {100*relative_error:.2f} %")
print(f"Resulting error of ratio, sampled: {100*sampled:.2f} %")
print(f"Film thickness: {thickness*1e9:.1f} nm")
print(f"Capacitance density: {capacitance:.2f} fF/um^2")
print(f"Damping width / T: {damping_fraction:.2f}")
print(f"Damped eps(0) from moduli of zeros: {einf*damped_ratio:.4f}")
print(f"Error using real parts of poles and zeros: {real_part_error:.3f} %")
print(f"Damped upward zero crossings of Re eps: {up_crossings}")
print(f"Damped peaks of Im(-1/eps): {loss_peaks}")
print(f"Model axis a: eps_inf {einf_a:.2f}, eps(0) {eps_a:.2f}")
print("Model axis a, T (cm^-1):", " ".join(f"{v:.0f}" for v in T_a))
print("Model axis a, S:", " ".join(f"{v:.2f}" for v in S_a))
print(f"Tilt: {tilt:.0f} deg; modes in product: {len(T_tilt)}")
print(f"Tilted eps_inf, eps(0): {einf_tilt:.4f}, {eps_tilt:.4f}")
print(f"Tilted product of (L/T)^2: {tilt_ratio:.4f}")
print(f"Top L, tilted: {L_tilt[-1]:.2f} cm^-1")
print(f"Rough e33: {piezo:.2f} C/m^2; C33: {stiffness/1e9:.0f} GPa")
print(f"Added eps(0) from free thickness strain: {strain_gain:.3f}")
print(f"Free-film thickness resonance: {resonance:.3f} THz")
print(f"Heating: {heating:.0f} K; rough T slope: {slope:.3f} cm^-1/K")
print(f"Static permittivity after heating: {eps_hot:.3f}")
print(f"Bias: {field/1e8:.1f} MV/cm; rough P_s: {P_s*100:.0f} uC/cm^2")
print(f"Biased polarization: {P_bias*100:.2f} uC/cm^2")
print(f"Biased static permittivity, Landau: {eps_bias:.3f}")
print(f"Rough cell length: {cell_length*1e9:.2f} nm")
print(f"Film wave vector / zone boundary: {q_fraction:.3f}")
print(f"Cosine-band shift / bandwidth: {band_shift:.2f} %")
print("PASS")
```

Printed output:

```
Polar optical modes on axes a, b, c: [8, 8, 8]
Spring-model worst relative error of product: 1.4e-14
Input eps_inf along c: 5.00
Mode  T (cm^-1)  S      L (cm^-1)  (L/T)^2  running product
1     110.0      0.20   110.49     1.0089   1.0089
2     190.0      1.50   194.54     1.0483   1.0576
3     250.0      6.00   270.35     1.1694   1.2368
4     290.0      3.00   316.50     1.1911   1.4731
5     340.0      2.50   398.68     1.3750   2.0255
6     420.0      0.80   496.51     1.3975   2.8307
7     550.0      0.50   606.63     1.2165   3.4436
8     640.0      0.15   683.71     1.1413   3.9300
Static permittivity from strengths: 19.6500
Static permittivity from product: 19.6500
Sum of S T^2: 1326680 cm^-2
Sum of L^2 - T^2: 265336 cm^-2
Root of summed strength, example: 1151.8 cm^-1
Rough charges Hf, O: 5.0, -2.5 e
Rough cell volume: 0.132 nm^3
Root of summed strength, charges: 1172.1 cm^-1
eps(0) from strongest T and next L only: 5.85
eps(0) from strongest T and top L only: 37.40
Change of eps(0) if pair 1 is omitted: -0.88 %
Reading error per frequency: 1.0 cm^-1
Resulting error of ratio, formula: 3.50 %
Resulting error of ratio, sampled: 3.50 %
Film thickness: 10.0 nm
Capacitance density: 17.40 fF/um^2
Damping width / T: 0.05
Damped eps(0) from moduli of zeros: 19.6500
Error using real parts of poles and zeros: 0.058 %
Damped upward zero crossings of Re eps: 6
Damped peaks of Im(-1/eps): 8
Model axis a: eps_inf 5.20, eps(0) 20.25
Model axis a, T (cm^-1): 140 200 260 330 370 410 510 660
Model axis a, S: 0.40 1.50 8.00 3.00 1.00 0.60 0.40 0.15
Tilt: 20 deg; modes in product: 16
Tilted eps_inf, eps(0): 5.0234, 19.7202
Tilted product of (L/T)^2: 3.9257
Top L, tilted: 684.94 cm^-1
Rough e33: 1.50 C/m^2; C33: 400 GPa
Added eps(0) from free thickness strain: 0.635
Free-film thickness resonance: 0.307 THz
Heating: 60 K; rough T slope: -0.030 cm^-1/K
Static permittivity after heating: 19.848
Bias: 1.0 MV/cm; rough P_s: 50 uC/cm^2
Biased polarization: 51.58 uC/cm^2
Biased static permittivity, Landau: 18.016
Rough cell length: 0.50 nm
Film wave vector / zone boundary: 0.050
Cosine-band shift / bandwidth: 0.62 %
PASS
```
